# Negative Differential Capacitance of a Uniform Landau Ferroelectric near Zero Polarization: a program that tests the result

```python
"""
Differential capacitance of a uniform Landau ferroelectric at P = 0.

Result under test (per unit area):
    C_F = (eps_b + 1/alpha) / t,    alpha = a0*(T - T0)
It is negative for T < T0 provided that |alpha|*eps_b < 1.

P: switchable polarization; D = eps_b*E + P: plate charge density;
E: field; t: film thickness; T: temperature; eps_b: background permittivity.
Landau energy density: alpha*P^2/2 + b*P^4/4 + c*P^6/6.
A series dielectric has capacitance C_D per area.  All quantities are in SI.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.optimize import brentq, minimize, minimize_scalar

a0 = 2.0e6
T0 = 600.0
b_second = 1.5e10
eps_b = 10.0 * epsilon_0
T_ref = 300.0
t_ref = 10.0e-9


def landau(P, T, b=b_second, c=0.0):
    return a0 * (T - T0) * P**2 / 2 + b * P**4 / 4 + c * P**6 / 6


def field(P, T, step=1e-4):
    """Field as a numerical derivative of the Landau energy."""
    return (landau(P + step, T) - landau(P - step, T)) / (2 * step)


def minimum_energy(D, T, b=b_second, c=0.0):
    """Lowest uniform-state energy density at prescribed plate charge."""
    result = minimize_scalar(
        lambda P: landau(P, T, b, c) + (D - P)**2 / (2 * eps_b),
        bounds=(-0.3, 0.3), method="bounded", options={"xatol": 1e-13})
    return result.fun


def numerical_capacitance(t, T, b=b_second, c=0.0):
    """Inverse of the second charge derivative of the areal energy."""
    h = 1e-3
    second = (minimum_energy(h, T, b, c) + minimum_energy(-h, T, b, c)
              - 2 * minimum_energy(0.0, T, b, c)) / h**2
    return 1 / (t * second)


def formula_capacitance(t, T):
    return (eps_b + 1 / (a0 * (T - T0))) / t


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


# Capacitance below and above T0, for several thicknesses.
# The finite charge step leaves a quartic correction below one part in 1000.
for T in (200.0, 300.0, 400.0, 550.0, 650.0):
    for t in (5e-9, 10e-9, 20e-9):
        value = numerical_capacitance(t, T)
        assert close(value, formula_capacitance(t, T), 1e-3)
        assert (value < 0) == (T < T0)

alpha = a0 * (T_ref - T0)
C_F = formula_capacitance(t_ref, T_ref)
slope_T = -1 / (t_ref * a0 * (T_ref - T0)**2)
slope_numeric = (numerical_capacitance(t_ref, T_ref + 3)
                 - numerical_capacitance(t_ref, T_ref - 3)) / 6
assert close(slope_numeric, slope_T, 2e-3)

# A large background makes the P = 0 state unstable even at fixed charge,
# although the slope of the charge-field curve is then positive.
eps_large = 300 * epsilon_0
h = 1e-3
slope_large = eps_large + 2 * h / (field(h, T_ref) - field(-h, T_ref))
curvature_large = 2 * (landau(h, T_ref) + h**2 / (2 * eps_large)) / h**2
curvature_normal = 2 * (landau(h, T_ref) + h**2 / (2 * eps_b)) / h**2
assert slope_large > 0 and curvature_large < 0 < curvature_normal

# Scan the equilibrium curve to locate its negative-slope section.
P_s = np.sqrt(-alpha / b_second)
E_c = 2 * abs(alpha) * P_s / (3 * np.sqrt(3))
P_edge = P_s / np.sqrt(3)
D_edge = P_edge - eps_b * E_c
P_min = minimize_scalar(lambda P: landau(P, T_ref),
                        bounds=(0.05, 0.4), method="bounded",
                        options={"xatol": 1e-12}).x
assert close(P_min, P_s, 1e-5)
P_grid = np.linspace(0, 0.25, 20001)
E_grid = field(P_grid, T_ref)
D_grid = P_grid + eps_b * E_grid
permittivity = np.gradient(D_grid) / np.gradient(E_grid)
edge_index = np.flatnonzero(permittivity >= 0)[0]
assert close(P_grid[edge_index], P_edge, 5e-4)
assert close(D_grid[edge_index], D_edge, 5e-4)
E_c_scan = -E_grid.min()
assert close(E_c_scan, E_c, 1e-5)
C_from_loop = -(2 * P_min / (3 * np.sqrt(3) * E_c_scan) - eps_b) / t_ref
assert close(C_from_loop, numerical_capacitance(t_ref, T_ref), 1e-3)
well_permittivity = eps_b + 1 / (2 * abs(alpha))
assert close(np.interp(P_min, P_grid, permittivity), well_permittivity, 1e-3)

# First-order material: locate equal energies without using the formula.
b_first, c_first = -1.0e9, 1.0e10


def polar_minimum(T):
    return minimize_scalar(lambda P: landau(P, T, b_first, c_first),
                           bounds=(0.2, 0.5), method="bounded",
                           options={"xatol": 1e-11}).fun


T_c_numeric = brentq(polar_minimum, T0, T0 + 30)
T_c = T0 + 3 * b_first**2 / (16 * a0 * c_first)
assert abs(T_c_numeric - T_c) < 1e-3
T_between = (T0 + T_c) / 2
C_between = numerical_capacitance(t_ref, T_between, b_first, c_first)
C_below = numerical_capacitance(t_ref, T0 - 5, b_first, c_first)
assert close(C_between, formula_capacitance(t_ref, T_between), 1e-3)
assert close(C_below, formula_capacitance(t_ref, T0 - 5), 1e-3)
assert C_below < 0 < C_between

# Ferroelectric and dielectric in series at prescribed total voltage.
dielectric_ratio = 4.0
dielectric_thickness = 1e-9
C_D = dielectric_ratio * epsilon_0 / dielectric_thickness


def stack_state(V, t, T, lower=-0.3):
    """Minimize the full energy, including work done by the source."""
    def charge(P):
        return (t * P / eps_b + V) / (t / eps_b + 1 / C_D)

    def energy(P):
        D = charge(P)
        return (t * (landau(P, T) + (D - P)**2 / (2 * eps_b))
                + D**2 / (2 * C_D) - D * V)
    P = minimize_scalar(energy, bounds=(lower, 0.3), method="bounded",
                        options={"xatol": 1e-13}).x
    return P, charge(P)


def critical_thickness(T):
    return (1 / abs(a0 * (T - T0)) - eps_b) / C_D


for T in (300.0, 400.0):
    t_limit = critical_thickness(T)
    assert abs(stack_state(0.0, 0.98 * t_limit, T, 0.0)[0]) < 1e-5
    assert stack_state(0.0, 1.02 * t_limit, T, 0.0)[0] > 0.01

dV = 0.01
D_plus = stack_state(dV, t_ref, T_ref)[1]
D_minus = stack_state(-dV, t_ref, T_ref)[1]
C_stack_numeric = (D_plus - D_minus) / (2 * dV)
C_stack = 1 / (1 / C_F + 1 / C_D)
gain = 1 / (1 - C_D / abs(C_F))
assert close(C_stack_numeric, C_stack, 1e-4)
assert close(C_stack_numeric / C_D, gain, 1e-4)
assert C_stack_numeric > C_D

# Fix only the mean charge and allow two equal regions to differ.
energy_scale = alpha**2 / (4 * b_second)


def two_region_energy(x):
    P = np.asarray(x) * P_s
    return (np.mean(landau(P, T_ref))
            + np.mean(P)**2 / (2 * eps_b)) / energy_scale


split = minimize(two_region_energy, [0.01, -0.005], method="BFGS")
assert np.allclose(np.sort(split.x), [-1, 1], atol=1e-3)
assert abs(split.fun + 1) < 1e-4

print(f"Landau slope a0 = {a0:.3e} m/(F K)")
print(f"Temperature T0 = {T0:.1f} K")
print(f"Quartic coefficient b = {b_second:.3e} m^5/(F C^2)")
print(f"Background eps_b/eps0 = {eps_b / epsilon_0:.1f} (no unit)")
print(f"Background eps_b = {eps_b:.4e} F/m")
print(f"Reference temperature = {T_ref:.1f} K")
print(f"Reference thickness = {t_ref * 1e9:.1f} nm")
print(f"alpha = {alpha:.4e} m/F")
print(f"1/alpha = {1 / alpha:.4e} F/m")
print(f"|alpha| eps_b = {abs(alpha) * eps_b:.5f} (no unit)")
print(f"C_F formula = {C_F:.5f} F/m^2")
print(f"C_F formula = {C_F * 100:.3f} microF/cm^2")
print(f"C_F from energy = {numerical_capacitance(t_ref, T_ref):.5f} F/m^2")
print(f"C_F without background = {1 / (alpha * t_ref):.5f} F/m^2")
print(f"dC_F/dT = {slope_T:.4e} F/(m^2 K)")
for t in (5e-9, 20e-9):
    print(f"C_F at {t * 1e9:.0f} nm, 300 K = "
          f"{formula_capacitance(t, T_ref):.5f} F/m^2")
for T in (200.0, 400.0, 550.0, 650.0):
    print(f"C_F at 10 nm, {T:.0f} K = "
          f"{formula_capacitance(t_ref, T):.5f} F/m^2")
print(f"Spontaneous polarization P_s = {P_s:.5f} C/m^2")
print(f"Coercive field E_c = {E_c:.4e} V/m")
print(f"Polarization at branch edge = {P_edge:.5f} C/m^2")
print(f"Plate charge at branch edge = {D_edge:.5f} C/m^2")
print(f"Voltage magnitude at branch edge = {E_c * t_ref:.4f} V")
print(f"Capacitance in a well = {well_permittivity / t_ref:.5f} F/m^2")
print(f"Large background eps/eps0 = {eps_large / epsilon_0:.1f} (no unit)")
print(f"Large background |alpha| eps = "
      f"{abs(alpha) * eps_large:.4f} (no unit)")
print(f"Large background dD/dE = {slope_large:.4e} F/m")
print(f"Large background curvature = {curvature_large:.4e} m/F")
print(f"First-order b = {b_first:.3e} m^5/(F C^2)")
print(f"First-order c = {c_first:.3e} m^9/(F C^4)")
print(f"First-order T_c = {T_c:.3f} K")
print(f"Temperature between T0 and T_c = {T_between:.3f} K")
print(f"C_F at that temperature = {C_between:.4f} F/m^2")
print(f"First-order C_F at {T0 - 5:.0f} K = {C_below:.4f} F/m^2")
print(f"Dielectric relative permittivity = {dielectric_ratio:.1f} (no unit)")
print(f"Dielectric thickness = {dielectric_thickness * 1e9:.1f} nm")
print(f"C_D = {C_D:.5f} F/m^2")
print(f"Stack capacitance formula = {C_stack:.5f} F/m^2")
print(f"Stack capacitance from energy = {C_stack_numeric:.5f} F/m^2")
print(f"Dielectric voltage gain = {gain:.4f} (no unit)")
for T in (300.0, 400.0):
    print(f"Critical thickness at {T:.0f} K = "
          f"{critical_thickness(T) * 1e9:.3f} nm")
print(f"Two-region energy density = {split.fun * energy_scale:.4e} J/m^3")
print("all assertions hold")
```

Printed output:

```
Landau slope a0 = 2.000e+06 m/(F K)
Temperature T0 = 600.0 K
Quartic coefficient b = 1.500e+10 m^5/(F C^2)
Background eps_b/eps0 = 10.0 (no unit)
Background eps_b = 8.8542e-11 F/m
Reference temperature = 300.0 K
Reference thickness = 10.0 nm
alpha = -6.0000e+08 m/F
1/alpha = -1.6667e-09 F/m
|alpha| eps_b = 0.05313 (no unit)
C_F formula = -0.15781 F/m^2
C_F formula = -15.781 microF/cm^2
C_F from energy = -0.15781 F/m^2
C_F without background = -0.16667 F/m^2
dC_F/dT = -5.5556e-04 F/(m^2 K)
C_F at 5 nm, 300 K = -0.31562 F/m^2
C_F at 20 nm, 300 K = -0.07891 F/m^2
C_F at 10 nm, 200 K = -0.11615 F/m^2
C_F at 10 nm, 400 K = -0.24115 F/m^2
C_F at 10 nm, 550 K = -0.99115 F/m^2
C_F at 10 nm, 650 K = 1.00885 F/m^2
Spontaneous polarization P_s = 0.20000 C/m^2
Coercive field E_c = 4.6188e+07 V/m
Polarization at branch edge = 0.11547 C/m^2
Plate charge at branch edge = 0.11138 C/m^2
Voltage magnitude at branch edge = 0.4619 V
Capacitance in a well = 0.09219 F/m^2
Large background eps/eps0 = 300.0 (no unit)
Large background |alpha| eps = 1.5938 (no unit)
Large background dD/dE = 9.8955e-10 F/m
Large background curvature = -2.2352e+08 m/F
First-order b = -1.000e+09 m^5/(F C^2)
First-order c = 1.000e+10 m^9/(F C^4)
First-order T_c = 609.375 K
Temperature between T0 and T_c = 604.688 K
C_F at that temperature = 10.6761 F/m^2
First-order C_F at 595 K = -9.9906 F/m^2
Dielectric relative permittivity = 4.0 (no unit)
Dielectric thickness = 1.0 nm
C_D = 0.03542 F/m^2
Stack capacitance formula = 0.04567 F/m^2
Stack capacitance from energy = 0.04566 F/m^2
Dielectric voltage gain = 1.2894 (no unit)
Critical thickness at 300 K = 44.559 nm
Critical thickness at 400 K = 68.088 nm
Two-region energy density = -6.0000e+06 J/m^3
all assertions hold
```
